\section*{Seto's grain-boundary barrier with deep traps and its maximum in doping}

\section{A grain that has lost all its electrons}

Take a flat slab of n-type silicon of width $L$, with $N$ donors per volume, between two grain boundaries. Suppose that every electron supplied by the donors has been caught at the boundaries. The slab then holds the uniform charge density $qN$, where $q>0$ is the elementary charge. Let $x$ be the distance from its mid-plane. By symmetry the field vanishes at $x=0$, so Gauss's law with permittivity $\varepsilon$ gives
\begin{equation}
E(x)=\frac{qNx}{\varepsilon},\qquad
V_B=\int_0^{L/2}E\,dx=\frac{qN}{2\varepsilon}\left(\frac L2\right)^2=\frac{qNL^2}{8\varepsilon}.
\label{full}
\end{equation}
The barrier $V_B$ is the potential at the centre minus that at the boundary. An electron needs the energy $qV_B$ to go from the centre to the boundary.

More donors mean a higher barrier, but only while the boundaries can take the electrons. A boundary has $Q_t$ traps per area. In a row of equal grains there is one boundary per grain, so the traps are full when $NL=Q_t$. With still more donors the surplus electrons stay in the grain and neutralise its middle. If the edge of the neutral part is taken as abrupt, a layer of width $W$ is depleted at each side. The two layers supply the trapped charge, $2NW=Q_t$, and the same integration over $W$ instead of $L/2$ gives
\begin{equation}
V_B=\frac{qNW^2}{2\varepsilon}=\frac{qN}{2\varepsilon}\,\frac{Q_t^2}{4N^2}=\frac{qQ_t^2}{8\varepsilon N}.
\label{partial}
\end{equation}
Now more donors mean a lower barrier, because the same trapped charge is screened over a shorter distance. The two expressions meet at
\begin{equation}
N_*=\frac{Q_t}{L},\qquad V_*=\frac{qQ_tL}{8\varepsilon}.
\label{peak}
\end{equation}
This is Seto's barrier model. The argument used two idealisations: the traps take every electron until they are full, and the depletion edge is abrupt. The theorem below removes the second and bounds the error of both.

The maximum is one in doping, at fixed $L$ and $Q_t$. If $L$ grows at fixed $N$ and $Q_t$, the barrier rises as $L^2$ until $NL=Q_t$ and then stays at (\ref{partial}), which does not contain $L$. If $Q_t$ grows at fixed $N$ and $L$, it rises as $Q_t^2$ until $Q_t=NL$ and then stays at (\ref{full}). In neither case does it come down again.

\section{Assumptions and theorem}

The grains are identical flat slabs in equilibrium, with no applied voltage, and the potential is symmetric about each mid-plane. The donors are uniform and fully ionised. Electrons obey Boltzmann statistics and holes are neglected. The traps lie in the boundary plane at one energy $E_t$; they are neutral when empty and negative when filled. For p-type material with hole traps, electrons and holes exchange roles.

Choose the zero of the potential $\phi$ so that the electron density is $n=N e^{q\phi/kT}$. Subscripts $c$ and $b$ denote the centre and the boundary. Let $n_1$ be the electron density at the boundary when the Fermi level $E_F$ lies at $E_t$. Then $n_b/n_1=e^{(E_F-E_t)/kT}$, and the filled fraction of traps is
\begin{equation}
f=\frac{1}{1+e^{(E_t-E_F)/kT}}=\frac{n_b}{n_b+n_1}.
\label{filling}
\end{equation}
A degeneracy factor of the trap can be absorbed in $E_t$. The trapped electron number per area is $Q=fQ_t$. Define also
\begin{equation}
Q_0=\min(NL,Q_t),\quad V_S=\frac{qQ_0^2}{8\varepsilon N},\quad
\delta=\left(\frac{n_1}{N_*}\,e^{qV_*/kT}\right)^{1/2}.
\label{defs}
\end{equation}
For $NL<Q_t$, $V_S$ is (\ref{full}); for $NL>Q_t$ it is (\ref{partial}).

\paragraph{Theorem.} Under these assumptions, for every doping $N$,
\begin{equation}
-2\delta V_*\le V_B-V_S\le \frac{kT}{q},\qquad V_B\le V_* .
\label{theorem}
\end{equation}
If the traps are deep, $\delta\ll1$, and the barrier is high, $qV_*\gg kT$, then $V_B/V_*$ tends to $\min(N/N_*,N_*/N)$. This limit has its one maximum at $NL=Q_t$.

The number $\delta$ says what ``deep'' means: the trap must lie well below the Fermi level at the boundary even when the barrier has its full height. A trap far below the conduction band can still fail this condition.

\section{Three lemmas}

\paragraph{Lemma 1 (field and sign of the charge).} The field at the boundary has magnitude $F=qQ/(2\varepsilon)$. From centre to boundary the potential falls, and the charge density $\rho=q(N-n)$ is positive and increases.

\emph{Proof.} The boundary carries the charge $-qQ$ per area. By symmetry the field is $+F$ just before it and $-F$ just after it. Gauss's law gives $\varepsilon(-F-F)=-qQ$, hence the value of $F$.

Poisson's equation reads $\phi''=(q/\varepsilon)(n-N)$, with $\phi'(0)=0$ and $\phi'(L/2)=-F<0$. If $\phi_c$ were positive, then $n>N$ and $\phi''>0$ at the centre; $\phi$ would rise outwards, stay positive and keep $\phi''>0$, so that $\phi'(L/2)>0$, a contradiction. If $\phi_c=0$, the solution is $\phi=0$ throughout, with $\phi'(L/2)=0$, again a contradiction. So $\phi_c<0$. Then $n<N$ and $\phi''<0$, so $\phi$ falls outwards and stays negative. Therefore $n$ decreases outwards and $\rho$ increases. $\square$

\paragraph{Lemma 2 (first integral).} For every doping and every filling,
\begin{equation}
V_B=\frac{qQ^2}{8\varepsilon N}+\frac{kT}{q}\,\frac{n_c-n_b}{N}.
\label{identity}
\end{equation}

\emph{Proof.} Multiply Poisson's equation by $\phi'$. Since $n'=(q/kT)\,n\phi'$, the product $n\phi'$ equals $(kT/q)n'$, and
\begin{equation}
\frac12\frac{d}{dx}(\phi')^2=\frac q\varepsilon\left(\frac{kT}{q}n'-N\phi'\right).
\end{equation}
Integrate from $0$ to $L/2$, with $\phi_c-\phi_b=V_B$:
\begin{equation}
\frac{F^2}{2}=\frac q\varepsilon\left[NV_B-\frac{kT}{q}(n_c-n_b)\right].
\end{equation}
Solve for $V_B$. The field term is $\varepsilon F^2/(2qN)$, and inserting $F=qQ/(2\varepsilon)$ gives
\begin{equation}
\frac{\varepsilon}{2qN}\,\frac{q^2Q^2}{4\varepsilon^2}=\frac{qQ^2}{8\varepsilon N}.\qquad\square
\end{equation}

The first term has Seto's form on both sides of the peak, with the actual trapped charge in it. The second is the thermal correction. By Lemma 1, $0<n_b<n_c<N$, so it lies between zero and $kT/q$. It is small in a depleted grain, where $n_c\ll N$. In a wide grain with a neutral middle, $n_c\simeq N$ and it approaches $kT/q$ if $qV_B\gg kT$: electrons spill into the depletion layer and make it wider than the abrupt edge allows.

\paragraph{Lemma 3 (upper bound).} For every doping and trap level, $V_B\le V_*$.

\emph{Proof.} The field is $E(x)=\varepsilon^{-1}\int_0^x\rho\,dx'$, so $\varepsilon E(x)/x$ is the mean of $\rho$ between $0$ and $x$. Since $\rho$ increases outwards, this mean does not exceed the mean over the whole half grain. Thus
\begin{equation}
E(x)\le \frac{F}{L/2}\,x,\qquad
V_B\le\frac{2F}{L}\,\frac12\left(\frac L2\right)^2=\frac{FL}{4}=\frac{qQL}{8\varepsilon}\le V_* ,
\end{equation}
where the last step uses $Q\le Q_t$. $\square$

The bound explains why the peak lies where it does. Full traps give the largest boundary field. For a given boundary field, among charge densities that do not decrease outwards, a uniform one gives the largest potential drop. Both conditions are met together when the traps have just been filled and no free electrons are left over.

\section{Proof of the theorem}

The bound $V_B\le V_*$ is Lemma 3. It remains to find how far the trapped charge can fall short of $Q_0$. Neutrality of the whole grain says that electrons not trapped are free:
\begin{equation}
NL-Q=\int_{-L/2}^{L/2}n\,dx\le n_cL .
\label{free}
\end{equation}
Hence $Q<NL$. Also $Q\le Q_t$, so the relative shortfall $s=(Q_0-Q)/Q_t$ is not negative. If $s=0$ there is nothing to bound. For $s>0$, two statements hold.

First, $NL\ge Q_0$, so (\ref{free}) gives $n_cL\ge Q_0-Q=sQ_t$, or $n_c\ge sN_*$. With Lemma 3,
\begin{equation}
n_b=n_c\,e^{-qV_B/kT}\ge sN_*e^{-qV_*/kT}.
\end{equation}
Second, $Q_t\ge Q_0$, so the empty fraction obeys $1-f=(Q_t-Q)/Q_t\ge s$. From (\ref{filling}), $1-f=n_1/(n_b+n_1)\le n_1/n_b$. Together,
\begin{equation}
s\le\frac{n_1}{n_b}\le\frac{1}{s}\,\frac{n_1}{N_*}e^{qV_*/kT}=\frac{\delta^2}{s},
\qquad\text{so}\qquad s\le\delta .
\label{shortfall}
\end{equation}

Now compare (\ref{identity}) with $V_S$. Since $Q\le Q_0$ and the thermal term is below $kT/q$, we have $V_B\le V_S+kT/q$. Since the thermal term is positive,
\begin{align}
V_S-V_B&\le\frac{q(Q_0^2-Q^2)}{8\varepsilon N}
=\frac{q(Q_0-Q)(Q_0+Q)}{8\varepsilon N}\nonumber\\
&\le\frac{q\,(\delta Q_t)(2Q_0)}{8\varepsilon N}\le2\delta\,\frac{qQ_tL}{8\varepsilon}=2\delta V_* ,
\end{align}
where the last inequality uses $Q_0\le NL$. This proves (\ref{theorem}).

Divide by $V_*$. With $y=N/N_*=NL/Q_t$, (\ref{full}) gives $V_S/V_*=y$ for $y\le1$, and (\ref{partial}) gives $1/y$ for $y\ge1$. The errors, $2\delta$ and $kT/(qV_*)$, vanish in the stated limit. The limiting curve rises with logarithmic slope $+1$, falls with slope $-1$, and has a kink at $y=1$, its one maximum. $\square$

\paragraph{Remark (where the peak can be at finite temperature).} At $N_*$ the barrier is at least $V_*(1-2\delta)$. A doping whose barrier is no lower must satisfy $V_S+kT/q\ge V_*(1-2\delta)$, that is,
\begin{equation}
\min(y,1/y)\ge1-2\delta-\frac{kT}{qV_*}.
\label{window}
\end{equation}
This encloses the maximum; it does not locate it within the window.

\section{A numerical case}

Take $L=100$ nm, $Q_t=10^{12}$ cm$^{-2}$, traps at the intrinsic level of silicon, and $T=300$ K, where $kT/q=25.85$ mV. Set the relative permittivity to 11.7, an input close to silicon's value of about 12, so $\varepsilon=1.036\times10^{-12}$ F/cm. Then
\begin{align}
N_*&=\frac{10^{12}\ \mathrm{cm^{-2}}}{10^{-5}\ \mathrm{cm}}=10^{17}\ \mathrm{cm^{-3}},\\
V_*&=\frac{(1.602\times10^{-19})(10^{12})(10^{-5})}{8\,(1.036\times10^{-12})}\ \mathrm V=0.193\ \mathrm V .
\end{align}
The barrier is $7.48\,kT$. Here $n_1$ is the intrinsic density, $8.9\times10^9$ cm$^{-3}$ from rough silicon inputs, and $\ln(N_*/n_1)-qV_*/kT=8.76$. Hence $\delta=e^{-8.76/2}=0.0125$, and (\ref{window}) confines the peak to $\min(y,1/y)\ge1-0.025-0.134=0.84$.

The Poisson equation, solved numerically with the filling (\ref{filling}) and no assumed depletion edge, gives:

\begin{center}
\begin{tabular}{ccccc}
$N/N_*$ & $V_S$ (V) & $V_B$ (V) & $f$ & $n_c/N$\\
0.5 & 0.0967 & 0.0967 & 0.5000 & $7.5\times10^{-6}$\\
1 & 0.1933 & 0.1912 & 0.9931 & 0.021\\
1.25 & 0.1547 & 0.1680 & 0.9999 & 0.517\\
2 & 0.0967 & 0.1201 & 1.0000 & 0.917\\
10 & 0.0193 & 0.0396 & 1.0000 & 1.00
\end{tabular}
\end{center}

At half the peak doping the traps are half full, so by (\ref{filling}) the Fermi level at the boundary sits at the trap level. The free electrons are too few to matter and (\ref{full}) holds. At $N_*$ the traps are $0.7\%$ short of full, within $\delta$. By (\ref{filling}) the Fermi level at the boundary is then $\ln(0.9931/0.0069)=5.0$ $kT$ above the trap. The number 8.76 found above would be this distance in units of $kT$ if the centre were neutral, with $n_c=N_*$, and the barrier were $V_*$. Lemma 2 accounts for the barrier there: $0.1933\times0.9931^2+0.02585\times0.021=0.1912$ V.

In the three table rows with $N>N_*$ the barrier exceeds Seto's value. At $2N_*$ the excess is 23 mV. At $10N_*$ it is 20 mV, still below $kT/q$, but the barrier is then twice $V_S$. With traps this deep ($\delta\ll1$), the abrupt-edge formula is good to an absolute error of order $kT/q$; it is not good in relative terms once $qV_S$ is comparable with $kT$ or smaller.

The computed maximum lies at $NL/Q_t=1.004$ with 0.191 V. To test the limit itself, $kT$ was reduced tenfold at the same $V_*$, with $n_1=N_*e^{-1.2qV_*/kT}$. The peak then came at $NL/Q_t=1.0000$ with height $0.9997V_*$.

\paragraph{Change of grain size.} With the doping held at $10^{17}$ cm$^{-3}$, grains of 50, 100, 200 and 400 nm have barriers of 0.048, 0.191, 0.218 and 0.219 V. The barrier saturates and does not fall. The plateau is (\ref{partial}) plus the thermal term, $0.193+0.026=0.219$ V. It does not violate Lemma 3, since $V_*$ is proportional to $L$ and is larger for the larger grains.

\paragraph{When the traps are not deep.} Raise the trap to 0.3 eV above the intrinsic level. Then $n_1$ grows by $e^{0.3/0.02585}=e^{11.6}$ and $\delta^2=e^{11.6-8.76}\simeq17$, so the theorem gives no useful lower bound. The computed peak moves to $NL/Q_t=1.27$ and drops to 0.098 V, half of $V_*$. Electrons escape from the traps before the barrier can reach its full height.

For the trap at the intrinsic level, heating to 400 K, with the band gap held fixed, puts the peak at $NL/Q_t=1.03$ with 0.180 V. There $V_S=0.1933/1.031=0.1875$ V. By Lemma 2 a barrier below $V_S$ requires $Q<Q_0$, so incomplete filling is responsible for this deficit.

\section{Grains that are not flat}

The condition $NL=Q_t$ counts one boundary plane per slab. Replace the slab by a sphere of diameter $L$ and radius $R=L/2$, whose surface traps are shared equally with its neighbours. If it is fully depleted, Gauss's law gives $E=qNr/(3\varepsilon)$, and
\begin{equation}
V_B=\int_0^R\frac{qNr}{3\varepsilon}\,dr=\frac{qNR^2}{6\varepsilon}=\frac{qNL^2}{24\varepsilon}.
\end{equation}
The traps are just full when
\begin{equation}
\frac{4\pi R^3}{3}N=4\pi R^2\,\frac{Q_t}{2}
\quad\Longrightarrow\quad NL=3Q_t .
\end{equation}
At this doping $V_B=q(3Q_t)L/(24\varepsilon)=V_*$. The height is unchanged, but the doping at the peak is three times larger.

This is again the maximum. The sign argument of Lemma 1 carries over, and $3\varepsilon E(r)/r$ is the mean of an outwardly increasing charge density within radius $r$. Hence $E\le Fr/R$ and $V_B\le FR/2\le V_*$, as before. In the same reduced-$kT$ limit, with $n_1=3N_*e^{-1.2qV_*/kT}$, the numerical solution peaks at $NL/Q_t=3.000$ with $0.9998V_*$. At 300 K, with the trap at the intrinsic level, it peaks at 2.99 with 0.192 V.

\section{Polycrystalline silicon}

The example lies in the regime of doped polycrystalline silicon films, where grains range roughly from tens of nanometres to micrometres and trap densities of order $10^{12}$ cm$^{-2}$ are typical. Real films depart from flat, equal grains. A columnar grain with boundaries all round is nearer to a cylinder of diameter $L=2R$, for which the traps are just full when $\pi R^2N=2\pi R\,Q_t/2$, that is, $NL=2Q_t$. Equiaxed grains are nearer to the sphere. Shape alone can move the peak from $10^{17}$ towards $3\times10^{17}$ cm$^{-3}$. A spread in grain size spreads both $N_*\propto1/L$ and $V_*\propto L$, but the theorem ties the place and height of the actual peak to them only if $\delta\ll1$. Since $\delta$ contains $e^{qV_*/2kT}$ and $V_*\propto Q_tL$, large grains break this condition, and so do denser traps: at $L=100$ nm, $\delta$ is 0.37 for $Q_t=2\times10^{12}$ cm$^{-2}$ and about 13 for $3\times10^{12}$ cm$^{-2}$, where the peak reaches only about $0.7V_*$. With the traps of the example, $\delta$ is already about 0.7 at $L=200$ nm, and at 1 $\mu$m the formula would give $V_*=1.9$ V, which such traps cannot sustain. Real traps are also spread in energy; the single level at 0.3 eV shows that shallow ones can halve the barrier. $N$ means active donors inside the grain, not the total dopant content, part of which may sit at the boundaries.

Some other neglected effects can be estimated for the example. The boundary field is $qQ_t/(2\varepsilon)=0.077$ MV/cm, about $15\%$ of a rough breakdown field of 0.5 MV/cm. The ratio of $N_*$ to the effective density of conduction-band states is 0.004, so Boltzmann statistics are adequate. For donors roughly 45 meV deep, $3.8\%$ would be neutral in an undepleted core at $N_*$. At $10N_*$ the share is about $24\%$, so the last row of the table lies outside full ionisation, although the barrier there changes by less than 1 mV. A cube of side $L$ holds 100 donors on average, with a random spread of $10\%$. If such a change were uniform over a grain at the peak, it would lower the idealised $V_S$ by 9 to $10\%$, whichever its sign; the actual barrier, whose peak is rounded at 300 K, need not respond equally to both signs. The model also smears the trapped charges into a uniform sheet. Their random positions make the barrier vary along the boundary, which is not included here and need not be a small effect.

A barrier inferred from a current also contains quantum transmission. For the one-dimensional Schr\"odinger equation with the fully depleted peak barrier between flat regions, the thermally averaged transmission is 1.45 times the classical passage over the top for a mass of 0.19 electron masses, and 1.21 times for 0.98. These are rough light and heavy masses of silicon. A classical reading of the size of the current at 300 K would put the barrier too low by $(kT/q)\ln1.45=9.6$ mV or, for the heavy mass, $4.9$ mV. A barrier read from the slope of an Arrhenius plot is shifted by a different amount, because the transmission ratio itself depends on temperature. The electrostatic barrier itself is not changed by this. These figures belong to the sharp tip that a uniform sheet gives the barrier. The quantum length there, $(\hbar^2/2mqF)^{1/3}$, is about 3 nm for the light mass and 2 nm for the heavy one, shorter than the 10 nm spacing of the trapped charges. Midway between charges on a square lattice the electron energy lies about 20 meV below the sheet value. For a real boundary the figures therefore give only an order of magnitude.

\section*{Computed values}
\begin{verbatim}
grain size L = 100 nm
trap density Qt = 1.00e+12 cm^-2
relative permittivity (rough) = 11.7
band gap (rough) = 1.12 eV
temperature = 300 K, kT/q = 25.85 mV
intrinsic density from rough inputs = 8.88e+09 cm^-3
peak doping Qt/L = 1.00e+17 cm^-3
peak barrier q Qt L/(8 eps) = 0.1933 V
q V*/kT = 7.48
boundary Fermi level above trap at peak = 8.76 kT
N/N*, N (cm^-3), Seto (V), solved (V), filling, n_centre/N
 0.10 1.00e+16 0.0193 0.0193 0.1000 2.08e-07
 0.25 2.50e+16 0.0483 0.0483 0.2500 7.68e-07
 0.50 5.00e+16 0.0967 0.0967 0.5000 7.47e-06
 0.80 8.00e+16 0.1547 0.1546 0.7999 1.76e-04
 1.00 1.00e+17 0.1933 0.1912 0.9931 2.10e-02
 1.25 1.25e+17 0.1547 0.1680 0.9999 5.17e-01
 2.00 2.00e+17 0.0967 0.1201 1.0000 9.17e-01
 4.00 4.00e+17 0.0483 0.0725 1.0000 9.96e-01
10.00 1.00e+18 0.0193 0.0396 1.0000 1.00e+00
kT/10 limit, flat: peak N L/Qt = 1.0000, V/V* = 0.9997
kT/10 limit, sphere: peak N L/Qt = 2.9997, V/V* = 0.9998
300 K, deep: peak N L/Qt = 1.0037, V = 0.1913 V
300 K, deep, sphere: N L/Qt = 2.993, V = 0.1921 V
400 K, deep: peak N L/Qt = 1.0309, V = 0.1805 V
300 K, trap 0.3 eV above intrinsic level: N L/Qt = 1.269, V = 0.0975 V
fixed N = N*: L (nm), Seto (V), solved (V)
   50 0.0483 0.0483
  100 0.1933 0.1912
  200 0.1933 0.2183
  400 0.1933 0.2190
boundary field = 0.0773 MV/cm
breakdown field (rough input) = 0.5 MV/cm
degeneracy measure N*/Nc = 3.55e-03
donor depth (rough input) = 0.045 eV
neutral donors in an undepleted core = 3.8 %
donors in a cube of side L = 100, random spread = 10 %
mass 0.19: quantum/classical current = 1.448, barrier read lower by 9.6 mV
mass 0.98: quantum/classical current = 1.207, barrier read lower by 4.9 mV
\end{verbatim}
